# Fast determinant and inverse updates for adding, removing and shifting vertices: a program that tests the result

```python
"""
Fast determinant and inverse updates for interaction-expansion Monte Carlo.

Result under test: with M = inverse(A), a vertex can be added, removed or
shifted using O(k^2) arithmetic instead of a new O(k^3) inversion:
  add:    det ratio S = w - v.M.u   (u new column, v new row, w new corner)
  remove: det ratio M[p,p]
  shift:  det ratio M[p,p]*(w - v.M.u) + (v.M)[p]*(M.u)[p], u[p] = v[p] = 0
A[i,j] = G0(tau_j - tau_i) off the diagonal and <n> - alpha_i on it.
Model: impurity level d and one bath level b, hybridization V (energy unit),
interaction U, inverse temperature beta, alpha = 1/2 + s*delta, s = +1 or -1.
"""
import numpy as np
from scipy.linalg import expm

rng = np.random.default_rng(2718)
inv, det = np.linalg.inv, np.linalg.det
V, U, beta, delta = 1.0, 4.0, 5.0, 0.6


def close(a, b):
    return np.allclose(a, b, rtol=1e-7, atol=1e-8)


# ---------- update routines ----------
def insertion_ratio(M, u, v, w):
    x = M @ u
    return w - v @ x, x


def enlarge(M, x, v, S):
    k = len(x)
    y = v @ M
    xs = x / S
    new = np.empty((k + 1, k + 1), dtype=M.dtype)
    new[:k, :k] = M + xs[:, None] * y
    new[:k, k] = -xs
    new[k, :k] = -(y / S)
    new[k, k] = 1.0 / S
    return new


def shrink(M, p):
    rest = np.arange(len(M)) != p
    return M[rest][:, rest] - (M[rest, p] / M[p, p])[:, None] * M[p, rest]


def shift_ratio(M, p, u, v, w):
    x, y = M @ u, v @ M
    return M[p, p] * (w - v @ x) + y[p] * x[p]


def replace_last(M, p, u, v, w):
    """Remove vertex p, then append the new vertex at the end."""
    rest = np.arange(len(M)) != p
    small = shrink(M, p)
    S, x = insertion_ratio(small, u[rest], v[rest], w)
    return enlarge(small, x, v[rest], S)


def shift_in_place(M, p, a, b):
    """Column p changes by a, row p by b (b[p]=0); M[p,p] may vanish."""
    Ma = M @ a
    left = np.column_stack([Ma, M[:, p]])
    right = np.array([M[p], b @ M])
    core = np.eye(2) + np.array([[Ma[p], M[p, p]], [b @ Ma, b @ M[:, p]]])
    return det(core), M - left @ np.linalg.solve(core, right)


# ---------- algebra on general nonsymmetric matrices ----------
for k in range(2, 9):
    big = rng.normal(size=(k + 1, k + 1))
    A = big[:k, :k]
    M = inv(A)
    p = k // 2
    u, v, w = big[:k, k].copy(), big[k, :k].copy(), big[k, k]
    S, x = insertion_ratio(M, u, v, w)
    assert close(S, det(big) / det(A))
    assert close(enlarge(M, x, v, S), inv(big))
    change = inv(big)
    change[:k, :k] -= M
    sizes = np.linalg.svd(change, compute_uv=False)
    assert sizes[1] < 1e-8 * sizes[0]
    minor = np.delete(np.delete(A, p, 0), p, 1)
    assert close(M[p, p], det(minor) / det(A))
    assert close(shrink(M, p), inv(minor))
    moved = A.copy()
    moved[:, p], moved[p] = u, v
    moved[p, p] = w
    assert np.linalg.matrix_rank(moved - A) == 2
    row_change = moved[p] - A[p]
    row_change[p] = 0.0
    R, M_moved = shift_in_place(M, p, moved[:, p] - A[:, p], row_change)
    assert close(R, det(moved) / det(A)) and close(M_moved, inv(moved))
    one_row = A.copy()
    one_row[p] = v
    R_row = v @ M[:, p]
    assert close(R_row, det(one_row) / det(A))
    M_row = M - np.outer(M[:, p], (v - A[p]) @ M) / R_row
    assert close(M_row, inv(one_row))
    u[p] = v[p] = 0.0
    assert close(shift_ratio(M, p, u, v, w), det(moved) / det(A))
    order = [i for i in range(k) if i != p] + [p]
    assert close(replace_last(M, p, u, v, w), inv(moved[np.ix_(order, order)]))

# ---------- determinants against Fock-space traces ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
d_op = np.kron(lower, np.eye(2))
b_op = np.kron(np.diag([1.0, -1.0]), lower)
n_d = d_op.T @ d_op


def fock_hamiltonian(h):
    hop_term = d_op.T @ b_op
    return (h[0, 0] * n_d + h[1, 1] * b_op.T @ b_op
            + h[0, 1] * (hop_term + hop_term.T))


def ordered_average(h, times, alphas):
    H0 = fock_hamiltonian(h)
    product, previous = np.eye(4), 0.0
    for i in np.argsort(times):
        product = expm(-(times[i] - previous) * H0) @ product
        product = (n_d - alphas[i] * np.eye(4)) @ product
        previous = times[i]
    product = expm(-(beta - previous) * H0) @ product
    return np.trace(product) / np.trace(expm(-beta * H0))


def wick_matrix(h, times, alphas):
    energy, vectors = np.linalg.eigh(h)
    weight = vectors[0] ** 2
    fermi = 1.0 / (np.exp(beta * energy) + 1.0)
    dt = times[None, :] - times[:, None]
    decay = np.exp(-energy * dt[:, :, None])
    positive = -(decay * weight * (1.0 - fermi)).sum(axis=-1)
    negative = (decay * weight * fermi).sum(axis=-1)
    return np.where(dt > 0, positive, negative) - np.diag(alphas)


h_general = np.array([[0.3, 0.7], [0.7, -0.4]])
times6 = np.array([3.1, 0.4, 2.2, 4.6, 1.3, 2.9])
alphas6 = np.array([1.1, -0.1, 1.2, -0.2, 1.1, -0.15])
A6 = wick_matrix(h_general, times6, alphas6)
trace5 = ordered_average(h_general, times6[:5], alphas6[:5])
trace6 = ordered_average(h_general, times6, alphas6)
assert np.isclose(det(A6), trace6, rtol=1e-8, atol=0)
M5 = inv(A6[:5, :5])
S5, _ = insertion_ratio(M5, A6[:5, 5], A6[5, :5], A6[5, 5])
assert np.isclose(S5, trace6 / trace5, rtol=1e-8)
kept = [0, 1, 3, 4]
trace4 = ordered_average(h_general, times6[kept], alphas6[kept])
assert np.isclose(M5[2, 2], trace4 / trace5, rtol=1e-8)
u5, v5 = A6[:5, 5].copy(), A6[5, :5].copy()
u5[2] = v5[2] = 0.0
kept = kept + [5]
trace_moved = ordered_average(h_general, times6[kept], alphas6[kept])
assert np.isclose(shift_ratio(M5, 2, u5, v5, A6[5, 5]),
                  trace_moved / trace5, rtol=1e-8)

# ---------- half-filled impurity ----------
h_half = np.array([[0.0, V], [V, 0.0]])
scale = 0.5 / np.cosh(0.5 * beta * V)


def propagator(dt):
    """G0(dt) for dt != 0; zero at dt = 0, where alpha is added separately."""
    return -np.sign(dt) * np.cosh(V * (np.abs(dt) - 0.5 * beta)) * scale


def half_matrix(times, spins, d=delta):
    return propagator(times[None, :] - times[:, None]) - np.diag(spins * d)


for k in (3, 4, 7):
    t = beta * rng.random(k)
    s = rng.choice([-1.0, 1.0], k)
    A_up = half_matrix(t, s)
    A_down = wick_matrix(h_half, t, 0.5 - s * delta)
    assert close(A_up, wick_matrix(h_half, t, 0.5 + s * delta))
    assert np.isclose(det(A_down), (-1) ** k * det(A_up), rtol=1e-8, atol=0)

# With delta = 0 every removal ratio vanishes, yet a shift is regular.
t4 = np.array([0.5, 1.4, 2.9, 4.1])
zero_spins = np.zeros(4)
A_zero = half_matrix(t4, zero_spins, 0.0)
M_zero = inv(A_zero)
zero_removal = np.max(np.abs(np.diag(M_zero)))
zero_insertion, _ = insertion_ratio(M_zero, propagator(2.0 - t4),
                                    propagator(t4 - 2.0), 0.0)
t4_new = t4.copy()
t4_new[1] = 2.0
A_zero_new = half_matrix(t4_new, zero_spins, 0.0)
zero_shift, M_zero_new = shift_in_place(
    M_zero, 1, A_zero_new[:, 1] - A_zero[:, 1], A_zero_new[1] - A_zero[1])
assert zero_removal < 1e-10 and abs(zero_insertion) < 1e-10
assert close(zero_shift, det(A_zero_new) / det(A_zero))
assert close(M_zero_new, inv(A_zero_new)) and abs(zero_shift) > 1e-3


# ---------- arithmetic actually executed ----------
class Counted:
    operations = 0

    def __init__(self, value):
        self.value = value

    def __add__(self, other):
        Counted.operations += 1
        return Counted(self.value + other.value)

    def __sub__(self, other):
        Counted.operations += 1
        return Counted(self.value - other.value)

    def __mul__(self, other):
        Counted.operations += 1
        return Counted(self.value * other.value)

    def __truediv__(self, other):
        Counted.operations += 1
        return Counted(self.value / other.value)

    def __rtruediv__(self, number):
        Counted.operations += 1
        return Counted(number / self.value)

    def __neg__(self):
        return Counted(-self.value)


def gauss_jordan_inverse(matrix):
    B = matrix.copy()
    for p in range(len(B)):
        rest = np.arange(len(B)) != p
        block = np.ix_(rest, rest)
        pivot = 1.0 / B[p, p]
        row, column = B[p, rest] * pivot, B[rest, p]
        B[block] = B[block] - column[:, None] * row
        B[p, rest], B[rest, p] = row, -(column * pivot)
        B[p, p] = pivot
    return B


def count(task):
    Counted.operations = 0
    result = task()
    return Counted.operations, result


wrap = np.frompyfunc(Counted, 1, 1)
unwrap = np.frompyfunc(lambda c: c.value, 1, 1)


def add_task(M, u, v, w):
    S, x = insertion_ratio(M, u, v, w)
    return enlarge(M, x, v, S)


def shift_task(M, u, v, w):
    u, v = u.copy(), v.copy()
    u[0], v[0] = Counted(0.0), Counted(0.0)
    shift_ratio(M, 0, u, v, w)
    return replace_last(M, 0, u, v, w)


cost = {}
for k in (16, 32, 64):
    big = rng.normal(size=(k + 1, k + 1)) + 3.0 * np.sqrt(k) * np.eye(k + 1)
    cb, cM = wrap(big), wrap(inv(big[:k, :k]))
    u, v, w = cb[:k, k], cb[k, :k], cb[k, k]
    n_add, added = count(lambda: add_task(cM, u, v, w))
    n_remove, _ = count(lambda: shrink(cM, 0))
    n_shift, _ = count(lambda: shift_task(cM, u, v, w))
    n_full, full = count(lambda: gauss_jordan_inverse(cb))
    assert close(unwrap(added).astype(float), inv(big))
    assert close(unwrap(full).astype(float), inv(big))
    cost[k] = (n_add, n_remove, n_shift, n_full)
growth = [cost[64][i] / cost[32][i] for i in range(4)]
assert all(3.7 < g < 4.3 for g in growth[:3]) and 7.3 < growth[3] < 8.2

# ---------- an old error disappears with the vertices that carry it ----------
k = 12
t = beta * rng.random(k)
s = rng.choice([-1.0, 1.0], k)
fault = 1e-4 * rng.normal(size=(k, k))
M = inv(half_matrix(t, s) + fault)
fault_start = np.max(np.abs(M @ half_matrix(t, s) - np.eye(k)))
for moved_count in range(1, k + 1):
    t_new, s_new = beta * rng.random(), rng.choice([-1.0, 1.0])
    M = replace_last(M, 0, propagator(t_new - t), propagator(t - t_new),
                     -s_new * delta)
    t, s = np.append(t[1:], t_new), np.append(s[1:], s_new)
    if moved_count == k // 2:
        survivor = np.zeros((k, k))
        survivor[:k // 2, :k // 2] = fault[k // 2:, k // 2:]
        assert np.allclose(inv(M) - half_matrix(t, s), survivor, atol=1e-9)
        fault_half = np.max(np.abs(M @ half_matrix(t, s) - np.eye(k)))
fault_end = np.max(np.abs(M @ half_matrix(t, s) - np.eye(k)))
assert fault_start > 1e-5 and fault_end < 1e-9

# ---------- exact diagonalization of the interacting model ----------
one, H0 = np.eye(4), fock_hamiltonian(h_half)
centred = n_d - 0.5 * one
H = np.kron(H0, one) + np.kron(one, H0) + U * np.kron(centred, centred)
density_matrix = expm(-beta * H)
double_exact = (np.trace(density_matrix @ np.kron(n_d, n_d))
                / np.trace(density_matrix))
order_exact = beta * U * (delta**2 + 0.25 - double_exact)

# ---------- Monte Carlo with all three moves, inverse never refreshed ----------
steps, warmup = 120000, 5000
times, spins, M = np.empty(0), np.empty(0), np.empty((0, 0))
orders = np.empty(steps)
tried, accepted = np.zeros(3, int), np.zeros(3, int)
log_det, worst_inverse, worst_log = 0.0, 0.0, 0.0
S_min, S_max = np.inf, 0.0
for step, (r_move, r_time, r_spin, r_pick, r_accept) in enumerate(
        rng.random((steps, 5)).tolist()):
    k = len(times)
    move = 0 if r_move < 0.4 else (1 if r_move < 0.8 else 2)
    tried[move] += 1
    p = int(r_pick * k)
    if move != 1:
        t_new, s_new = beta * r_time, (1.0 if r_spin < 0.5 else -1.0)
        u, v = propagator(t_new - times), propagator(times - t_new)
        w = -s_new * delta
    if move == 0:
        S, x = insertion_ratio(M, u, v, w)
        assert S * s_new < 0
        S_min, S_max = min(S_min, abs(S)), max(S_max, abs(S))
        if r_accept < beta * U * S * S / (k + 1):
            M = enlarge(M, x, v, S)
            times, spins = np.append(times, t_new), np.append(spins, s_new)
            log_det += np.log(abs(S))
            accepted[0] += 1
    elif k > 0 and move == 1:
        ratio = M[p, p]
        if r_accept < k * ratio**2 / (beta * U):
            M = shrink(M, p)
            rest = np.arange(k) != p
            times, spins = times[rest], spins[rest]
            log_det += np.log(abs(ratio))
            accepted[1] += 1
    elif k > 0:
        u[p] = v[p] = 0.0
        ratio = shift_ratio(M, p, u, v, w)
        if r_accept < ratio**2:
            M = replace_last(M, p, u, v, w)
            rest = np.arange(k) != p
            times = np.append(times[rest], t_new)
            spins = np.append(spins[rest], s_new)
            log_det += np.log(abs(ratio))
            accepted[2] += 1
    orders[step] = len(times)
    if step % 1000 == 999 and len(times) > 0:
        A = half_matrix(times, spins)
        worst_inverse = max(worst_inverse,
                            np.max(np.abs(M @ A - np.eye(len(A)))))
        worst_log = max(worst_log, abs(np.linalg.slogdet(A)[1] - log_det))
bins = orders[warmup:].reshape(50, -1).mean(axis=1)
order_mc, order_error = bins.mean(), bins.std(ddof=1) / np.sqrt(len(bins))
double_mc = delta**2 + 0.25 - order_mc / (beta * U)
assert worst_inverse < 1e-6 and worst_log < 1e-6
assert delta - 0.5 - 1e-6 < S_min and S_max < delta + 0.5 + 1e-6
assert order_error < 0.25
assert abs(order_mc - order_exact) < 4.0 * order_error

# ---------- written-out example ----------
t3, s3 = np.array([0.5, 2.0, 3.5]), np.array([1.0, -1.0, 1.0])
t_add, s_add = 4.2, -1.0
A3 = half_matrix(t3, s3)
M3 = inv(A3)
u3, v3, w3 = propagator(t_add - t3), propagator(t3 - t_add), -s_add * delta
S3, x3 = insertion_ratio(M3, u3, v3, w3)
M4 = enlarge(M3, x3, v3, S3)
A4 = half_matrix(np.append(t3, t_add), np.append(s3, s_add))
assert close(S3, det(A4) / det(A3)) and close(M4, inv(A4))
A2 = A3[np.ix_([0, 2], [0, 2])]
M2 = shrink(M3, 1)
assert close(M3[1, 1], det(A2) / det(A3)) and close(M2, inv(A2))
A_shift = A4[np.ix_([0, 2, 3], [0, 2, 3])]
u_shift, v_shift = u3.copy(), v3.copy()
u_shift[1] = v_shift[1] = 0.0
R3 = shift_ratio(M3, 1, u_shift, v_shift, w3)
assert close(R3, det(A_shift) / det(A3))


def show(label, values):
    print(label, " ".join(f"{x:.5f}" for x in np.atleast_1d(values)))


print(f"V={V:g} (energy unit), U={U:g} V, beta={beta:g} /V, delta={delta:g}")
show("vertex times (1/V):", t3)
show("vertex signs s:", s3)
show("new vertex time (1/V), sign:", [t_add, s_add])
for i in range(3):
    show(f"A row {i + 1}:", A3[i])
for i in range(3):
    show(f"M row {i + 1}:", M3[i])
show("new column u:", u3)
show("new row v:", v3)
show("new corner w:", w3)
show("M u:", x3)
show("v M:", v3 @ M3)
show("add: ratio S:", S3)
show("det A with 3, with 4 vertices:", [det(A3), det(A4)])
for i in range(4):
    show(f"enlarged inverse row {i + 1}:", M4[i])
show("remove vertex 2: ratio M_22:", M3[1, 1])
show("det A without vertex 2:", det(A2))
for i in range(2):
    show(f"reduced inverse row {i + 1}:", M2[i])
show("shift vertex 2 to new vertex: ratio R:", R3)
show("det A after shift:", det(A_shift))
print(f"delta=0, k=4: largest |M_pp| {zero_removal:.1e}")
print(f"delta=0, k=4: insertion ratio {zero_insertion:.1e}")
print(f"delta=0, k=4: shift ratio (1.4 to 2.0 /V) {zero_shift:.5f}")
print("operations: k, add, remove, shift, full inversion of size k+1")
for k in cost:
    print(" ", k, *cost[k])
print("growth from k=32 to 64:", " ".join(f"{g:.2f}" for g in growth))
print(f"planted error, max|MA-1|, k=12: start {fault_start:.1e}")
print(f"  after 6 shifts {fault_half:.1e}, after 12 {fault_end:.1e}")
print(f"Monte Carlo steps {steps}, discarded {warmup}")
print("accepted fraction add, remove, shift:",
      " ".join(f"{a:.3f}" for a in accepted / tried))
print(f"smallest, largest |S| proposed: {S_min:.4f} {S_max:.4f}")
print(f"largest max|MA-1| in run: {worst_inverse:.1e}")
print(f"largest error of accumulated log|det A|: {worst_log:.1e}")
print(f"mean order, Monte Carlo: {order_mc:.3f} +- {order_error:.3f}")
print(f"mean order, exact: {order_exact:.3f}")
print(f"double occupancy, Monte Carlo: {double_mc:.4f} "
      f"+- {order_error / (beta * U):.4f}")
print(f"double occupancy, exact: {double_exact:.4f}")
print("all good")
```

Output:

```
V=1 (energy unit), U=4 V, beta=5 /V, delta=0.6
vertex times (1/V): 0.50000 2.00000 3.50000
vertex signs s: 1.00000 -1.00000 1.00000
new vertex time (1/V), sign: 4.20000 -1.00000
A row 1: -0.60000 -0.12582 -0.09194
A row 2: 0.12582 0.60000 -0.12582
A row 3: 0.09194 0.12582 -0.60000
M row 1: -1.70317 -0.43081 0.35133
M row 2: 0.31633 1.82334 -0.43081
M row 3: -0.19466 0.31633 -1.70317
new column u: -0.14763 -0.08523 -0.25337
new row v: 0.14763 0.08523 0.25337
new corner w: 0.60000
M u: 0.19915 -0.09295 0.43331
v M: -0.27380 0.17195 -0.41638
add: ratio S: 0.46873
det A with 3, with 4 vertices: 0.20208 0.09472
enlarged inverse row 1: -1.81950 -0.35776 0.17442 -0.42486
enlarged inverse row 2: 0.37062 1.78924 -0.34824 0.19830
enlarged inverse row 3: -0.44776 0.47528 -2.08808 -0.92442
enlarged inverse row 4: 0.58413 -0.36684 0.88831 2.13340
remove vertex 2: ratio M_22: 1.82334
det A without vertex 2: 0.36845
reduced inverse row 1: -1.62843 0.24953
reduced inverse row 2: -0.24953 -1.62843
shift vertex 2 to new vertex: ratio R: 0.83868
det A after shift: 0.16948
delta=0, k=4: largest |M_pp| 8.1e-17
delta=0, k=4: insertion ratio 2.9e-17
delta=0, k=4: shift ratio (1.4 to 2.0 /V) 0.89032
operations: k, add, remove, shift, full inversion of size k+1
  16 1569 465 2873 9265
  32 6209 1953 11881 69729
  64 24705 8001 48329 540865
growth from k=32 to 64: 3.98 4.10 4.07 7.76
planted error, max|MA-1|, k=12: start 2.4e-03
  after 6 shifts 1.4e-03, after 12 4.0e-15
Monte Carlo steps 120000, discarded 5000
accepted fraction add, remove, shift: 0.611 0.611 0.532
smallest, largest |S| proposed: 0.1001 1.1000
largest max|MA-1| in run: 5.4e-15
largest error of accumulated log|det A|: 8.8e-14
mean order, Monte Carlo: 9.472 +- 0.088
mean order, exact: 9.532
double occupancy, Monte Carlo: 0.1364 +- 0.0044
double occupancy, exact: 0.1334
all good
```
